# Imaging the Naphthalene HOMO with s-Wave and Lateral p-Wave STM Tips: verification in Python

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: an s-wave STM tip maps I_s = psi^2, while an equal incoherent
pair of lateral p-wave tip states maps I_p = (3/kappa^2)(psi_x^2 + psi_y^2).
For the Hueckel HOMO of naphthalene the brightest p-wave spots lie above the
nodal planes x=0 and y=0, but the crossing of those planes stays dark.

Symbols: psi = sample orbital in vacuum (arbitrary amplitude), kappa = decay
constant (1/nm), x = long molecular axis, y = short axis, z = height (nm).
k0, k1, k2 = decaying modified spherical Bessel functions. S = largest I_s;
P = largest I_p above a nodal plane. All lengths are in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, scf

bond = 0.14
height = 0.50
barrier = 5.0


def decay_constant(barrier_eV):
    return np.sqrt(2 * const.m_e * barrier_eV * const.e) / const.hbar * 1e-9


kappa = decay_constant(barrier)

# ---------- Hueckel orbital ----------
root3 = np.sqrt(3.0)
signs = [(1, 1), (1, -1), (-1, 1), (-1, -1)]
bridge = [(0.0, bond / 2), (0.0, -bond / 2)]
alpha_sites = [(a * root3 / 2 * bond, b * bond) for a, b in signs]
beta_sites = [(a * root3 * bond, b * bond / 2) for a, b in signs]
carbons = np.array(bridge + alpha_sites + beta_sites)
distances = np.linalg.norm(carbons[:, None] - carbons[None], axis=2)
adjacency = ((distances > 0.01) & (distances < 1.1 * bond)).astype(float)
assert adjacency.sum() == 22          # eleven bonds, each counted twice
levels, vectors = np.linalg.eigh(adjacency)
homo = vectors[:, 5] * np.sign(vectors[2, 5])
homo_minus_1 = vectors[:, 6]

golden = (np.sqrt(5) - 1) / 2
c_alpha = 1 / (2 * np.sqrt(1 + golden**2))
pattern = np.array([a * b for a, b in signs])
closed_form = np.concatenate([[0, 0], c_alpha * pattern,
                              golden * c_alpha * pattern])
assert abs(levels[5] - golden) < 1e-12
assert np.allclose(homo, closed_form, atol=1e-10)


# ---------- orbital tail and its gradient ----------
def field(coeff, x, y, z, kap):
    """Return psi, psi_x, psi_y, psi_z for the sum of k1(kap r) z/r tails."""
    x, y = np.broadcast_arrays(np.asarray(x, float), np.asarray(y, float))
    total = [np.zeros(x.shape) for _ in range(4)]
    for c, (ax, ay) in zip(coeff, carbons):
        dx, dy = x - ax, y - ay
        r = np.sqrt(dx**2 + dy**2 + z**2)
        u = kap * r
        k1 = np.exp(-u) * (1 / u + 1 / u**2)
        k2 = np.exp(-u) * (1 / u + 3 / u**2 + 3 / u**3)
        total[0] = total[0] + c * k1 * z / r
        total[1] = total[1] - c * kap * dx * z / r**2 * k2
        total[2] = total[2] - c * kap * dy * z / r**2 * k2
        total[3] = total[3] + c * kap * (k1 / u - z**2 / r**2 * k2)
    return total


def image_s(x, y, z=height, kap=kappa):
    return field(homo, x, y, z, kap)[0]**2


def image_p(x, y, z=height, kap=kappa):
    _, gx, gy, _ = field(homo, x, y, z, kap)
    return 3 / kap**2 * (gx**2 + gy**2)


def analyse(z, kap):
    """Find the s-wave lobe and the p-wave spots above the two nodal planes."""
    lobe = minimize(lambda p: -np.log(image_s(p[0], p[1], z, kap) + 1e-300),
                    [0.25, 0.20], method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-14}).x
    opts = {"xatol": 1e-9}
    scale = float(image_s(lobe[0], lobe[1], z, kap))
    on_x0 = minimize_scalar(lambda t: -image_p(0.0, t, z, kap) / scale,
                            bounds=(0.05, 0.6), method="bounded", options=opts)
    on_y0 = minimize_scalar(lambda t: -image_p(t, 0.0, z, kap) / scale,
                            bounds=(0.05, 0.6), method="bounded", options=opts)
    return lobe, scale, on_x0.x, -on_x0.fun, on_y0.x, -on_y0.fun


lobe, S, y_spot, ratio_x0, x_spot, ratio_y0 = analyse(height, kappa)

# ---------- Bardeen integral over a plane between tip and molecule ----------
step = 0.02
line = np.arange(-90, 91) * step
PX, PY = np.meshgrid(line, line, indexing="ij")
z_plane, dz = 0.25, 1e-4


def tip_states(z, tip):
    """s, px, py, pz tip states from their definition, common coefficient 1."""
    d = [PX - tip[0], PY - tip[1], z - tip[2]]
    rho = np.sqrt(d[0]**2 + d[1]**2 + d[2]**2)
    u = kappa * rho
    k0 = np.exp(-u) / u
    k1 = np.exp(-u) * (1 / u + 1 / u**2)
    return np.array([k0] + [root3 * k1 * comp / rho for comp in d])


def bardeen(tip):
    """Matrix elements in units of hbar^2 C/(2m); normal points to molecule."""
    psi = [field(homo, PX, PY, z_plane + s * dz, kappa)[0] for s in (-1, 0, 1)]
    chi = [tip_states(z_plane + s * dz, tip) for s in (-1, 0, 1)]
    psi_z = (psi[2] - psi[0]) / (2 * dz)
    chi_z = (chi[2] - chi[0]) / (2 * dz)
    return -np.sum(chi[1] * psi_z - psi[1] * chi_z, axis=(1, 2)) * step**2


def derivative_rule(tip):
    values = np.array(field(homo, tip[0], tip[1], tip[2], kappa))
    weights = 4 * np.pi / kappa * np.array([1] + 3 * [root3 / kappa])
    return weights * values


rule_error = 0.0
for tip in [(0.0, y_spot, height), (0.13, 0.07, height), (x_spot, 0.0, height)]:
    integral, rule = bardeen(tip), derivative_rule(tip)
    rule_error = max(rule_error,
                     np.max(abs(integral - rule)) / np.max(abs(rule)))
assert rule_error < 1e-5              # limit set by the finite difference in z
node_integral = bardeen((0.0, y_spot, height))
node_rule = derivative_rule((0.0, y_spot, height))

# ---------- images ----------
axis = np.arange(0, 101) * 0.01
GX, GY = np.meshgrid(axis, axis, indexing="ij")
map_s, map_p = image_s(GX, GY), image_p(GX, GY)
i_max, j_max = np.unravel_index(np.argmax(map_p), map_p.shape)
assert (i_max == 0) != (j_max == 0)   # on one nodal plane, not at the crossing
assert map_p.max() <= S * max(ratio_x0, ratio_y0) * (1 + 1e-9)
assert map_s.max() <= S * (1 + 1e-9)
assert max(map_s[0].max(), map_s[:, 0].max()) < 1e-20 * S + 1e-30
assert map_p[0, 0] < 1e-20 * S + 1e-30
p_at_lobe = float(image_p(*lobe)) / S
assert p_at_lobe < 1e-8


# ---------- ridge condition across each nodal plane ----------
def curvature_from_image(t, plane, h=1e-3):
    """Coefficient of squared distance from the plane in I_p kappa^2/3."""
    if plane == "x":
        diff = image_p(h, t) - image_p(0.0, t)
    else:
        diff = image_p(t, h) - image_p(t, 0.0)
    return diff / h**2 * kappa**2 / 3


def curvature_from_orbital(t, plane, h=5e-3):
    """psi_n psi_nnn + psi_nt^2 by differences of psi; n = plane normal."""
    def psi(n, s):
        args = (n, s) if plane == "x" else (s, n)
        return field(homo, args[0], args[1], height, kappa)[0]
    d1 = (psi(h, t) - psi(-h, t)) / (2 * h)
    d3 = (psi(2*h, t) - 2*psi(h, t) + 2*psi(-h, t) - psi(-2*h, t)) / (2*h**3)
    mixed = (psi(h, t+h) - psi(h, t-h) - psi(-h, t+h) + psi(-h, t-h)) / (4*h**2)
    return d1 * d3 + mixed**2


along = np.arange(0, 1001) * 0.001
ridge = {}
for plane, spot in (("x", y_spot), ("y", x_spot)):
    measured = curvature_from_image(along, plane)
    predicted = curvature_from_orbital(along, plane)
    assert np.max(abs(measured - predicted)) < 0.01 * np.max(abs(measured))
    assert measured[0] > 0            # no ridge at the crossing
    assert curvature_from_image(spot, plane) < 0
    negative = along[measured < 0]
    assert np.all(np.diff(negative) < 0.0015)     # one unbroken ridge
    ridge[plane] = (negative[0], negative[-1])

# ---------- vacuum continuation in Fourier space ----------
n_grid, h_grid = 200, 0.02
lateral = (np.arange(n_grid) - n_grid // 2) * h_grid
FX, FY = np.meshgrid(lateral, lateral, indexing="ij")
q = 2 * np.pi * np.fft.fftfreq(n_grid, h_grid)
QX, QY = np.meshgrid(q, q, indexing="ij")


def continue_up(plane_values, distance):
    damping = np.exp(-np.sqrt(kappa**2 + QX**2 + QY**2) * distance)
    spectrum = np.fft.fft2(plane_values) * damping
    return [np.fft.ifft2(f * spectrum).real for f in (1, 1j * QX, 1j * QY)]


def spot_ratios(plane_values, distance):
    """P/S above x=0 and y=0; also checks where the brightest spot lies."""
    psi, gx, gy = continue_up(plane_values, distance)
    p_map = 3 / kappa**2 * (gx**2 + gy**2)
    s_max, mid = np.max(psi**2), n_grid // 2
    i, j = np.unravel_index(np.argmax(p_map), p_map.shape)
    assert (i == mid) != (j == mid)
    assert max(abs(psi[mid]).max(), abs(psi[:, mid]).max()) < 1e-3 * s_max**0.5
    return np.array([p_map[mid].max(), p_map[:, mid].max()]) / s_max


low_plane = field(homo, FX, FY, 0.20, kappa)[0]
direct = field(homo, FX, FY, height, kappa)
continued = continue_up(low_plane, height - 0.20)
vacuum_error = max(np.max(abs(a - b)) / np.max(abs(b))
                   for a, b in zip(continued, direct[:3]))
assert vacuum_error < 1e-4            # periodic box and finite grid
huckel_grid = spot_ratios(low_plane, height - 0.20)
assert np.allclose(huckel_grid, [ratio_x0, ratio_y0], rtol=0.02)

# ---------- RHF orbital in place of the Hueckel orbital ----------
atoms = [("C", (10 * x, 10 * y, 0.0)) for x, y in carbons]
for x, y in carbons[2:]:
    centre = np.array([np.sign(x) * root3 / 2 * bond, 0.0])
    outward = (np.array([x, y]) - centre) / bond
    hx, hy = np.array([x, y]) + 0.109 * outward
    atoms.append(("H", (10 * hx, 10 * hy, 0.0)))
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def rhf_ratios(basis, start_planes):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    orbital = mf.mo_coeff[:, mol.nelectron // 2 - 1]
    results = []
    for z0 in start_planes:
        points = np.column_stack([FX.ravel(), FY.ravel(),
                                  np.full(FX.size, z0)]) / bohr_nm
        values = mol.eval_gto("GTOval_sph", points) @ orbital
        results.append(spot_ratios(values.reshape(FX.shape), height - z0))
    return results


rhf_small = rhf_ratios("sto-3g", [0.20])[0]
rhf_large, rhf_higher = rhf_ratios("6-31g", [0.20, 0.25])

# ---------- sizes of neglected effects ----------
pz_lobe = 3 / kappa**2 * float(field(homo, *lobe, height, kappa)[3])**2 / S
beta_eV, width_eV = 2.7, 0.1
gap = beta_eV * (levels[6] - levels[5])
leak_weight = (width_eV / 2)**2 / (gap**2 + (width_eV / 2)**2)
leak = [leak_weight * float(field(homo_minus_1, a, b, height, kappa)[0])**2 / S
        for a, b in ((0.0, y_spot), (x_spot, 0.0))]

# ---------- output ----------
print(f"C-C bond {bond:.2f} nm, tip height {height:.2f} nm, barrier {barrier:.1f} eV")
print(f"decay constant kappa = {kappa:.3f} 1/nm; 3/kappa^2 = {3/kappa**2:.5f} nm^2")
print(f"HOMO (E-alpha)/beta = {levels[5]:.4f}; HOMO-1 = {levels[6]:.4f}")
print(f"|c| alpha, beta, bridge = {homo[2]:.4f}, {homo[6]:.4f}, {abs(homo[0]):.4f}")
print(f"s lobe at |x|, |y| = {lobe[0]:.3f}, {lobe[1]:.3f} nm")
print(f"psi at s lobe = {np.sqrt(S):.4e} (arb.); S = {S:.4e} (arb.)")
gx_spot = float(field(homo, 0.0, y_spot, height, kappa)[1])
gy_spot = float(field(homo, x_spot, 0.0, height, kappa)[2])
print(f"p spot above x=0: |y| = {y_spot:.3f} nm, psi_x = {gx_spot:.4e} /nm")
print(f"p spot above y=0: |x| = {x_spot:.3f} nm, psi_y = {gy_spot:.4e} /nm")
print(f"P/S above x=0: {ratio_x0:.3f}; above y=0: {ratio_y0:.3f}")
print(f"I_p at s lobe divided by S = {p_at_lobe:.1e}")
print(f"ridge above x=0: |y| = {ridge['x'][0]:.3f} to {ridge['x'][1]:.3f} nm")
print(f"ridge above y=0: |x| = {ridge['y'][0]:.3f} to {ridge['y'][1]:.3f} nm")
print("Bardeen elements at p spot above x=0, unit hbar^2 C/(2m) nm:")
print(f"  s:  integral {node_integral[0]:.1e}, rule {node_rule[0]:.1e}")
print(f"  px: integral {node_integral[1]:.6e}, rule {node_rule[1]:.6e}")
print(f"largest relative error of derivative rules = {rule_error:.1e}")
print(f"relative error of vacuum continuation = {vacuum_error:.1e}")
for name, function, peak in (("s", image_s, S),
                             ("p", image_p, S * max(ratio_x0, ratio_y0))):
    print(f"{name}-wave image, % of its maximum; columns x = 0.0 to 0.5 nm")
    for y in np.arange(5) * 0.1:
        row = 100 * function(np.arange(6) * 0.1, y) / peak
        print(f"  y={y:.1f} nm: " + " ".join(f"{v:5.1f}" for v in row))
for test_barrier in (4.5, 5.5):
    r = analyse(height, decay_constant(test_barrier))
    print(f"barrier {test_barrier:.1f} eV: P/S x=0 {r[3]:.3f}, y=0 {r[5]:.3f}")
for test_height in (0.4, 0.6):
    r = analyse(test_height, kappa)
    print(f"height {test_height:.1f} nm: P/S x=0 {r[3]:.3f}, y=0 {r[5]:.3f}")
s_limit = [r / (1 + r) for r in (ratio_x0, ratio_y0)]
pz_limit = [r / (pz_lobe + r) for r in (ratio_x0, ratio_y0)]
print(f"s fraction limit: x=0 {s_limit[0]:.3f}, y=0 {s_limit[1]:.3f}")
print(f"pz-tip intensity at s lobe / S = {pz_lobe:.3f}")
print(f"pz fraction limit: x=0 {pz_limit[0]:.3f}, y=0 {pz_limit[1]:.3f}")
print(f"rough |beta| {beta_eV:.1f} eV, level width {width_eV:.1f} eV, gap {gap:.3f} eV")
print(f"HOMO-1 s leakage / S at spots: x=0 {leak[0]:.1e}, y=0 {leak[1]:.1e}")
print(f"Hueckel on Fourier grid: P/S x=0 {huckel_grid[0]:.3f}, y=0 {huckel_grid[1]:.3f}")
print(f"RHF/STO-3G: P/S x=0 {rhf_small[0]:.3f}, y=0 {rhf_small[1]:.3f}")
print(f"RHF/6-31G:  P/S x=0 {rhf_large[0]:.3f}, y=0 {rhf_large[1]:.3f}")
shift = rhf_large - rhf_small
print(f"basis shift: x=0 {shift[0]:+.3f}, y=0 {shift[1]:+.3f}")
shift = rhf_higher - rhf_large
print(f"start plane 0.20 to 0.25 nm shift: x=0 {shift[0]:+.3f}, y=0 {shift[1]:+.3f}")
print("all tests passed")
```

It prints:

```
C-C bond 0.14 nm, tip height 0.50 nm, barrier 5.0 eV
decay constant kappa = 11.456 1/nm; 3/kappa^2 = 0.02286 nm^2
HOMO (E-alpha)/beta = 0.6180; HOMO-1 = 1.0000
|c| alpha, beta, bridge = 0.4253, 0.2629, 0.0000
s lobe at |x|, |y| = 0.206, 0.189 nm
psi at s lobe = 2.1251e-04 (arb.); S = 4.5159e-08 (arb.)
p spot above x=0: |y| = 0.187 nm, psi_x = 1.7125e-03 /nm
p spot above y=0: |x| = 0.204 nm, psi_y = 1.8741e-03 /nm
P/S above x=0: 1.485; above y=0: 1.778
I_p at s lobe divided by S = 2.1e-15
ridge above x=0: |y| = 0.090 to 0.420 nm
ridge above y=0: |x| = 0.088 to 0.502 nm
Bardeen elements at p spot above x=0, unit hbar^2 C/(2m) nm:
  s:  integral -5.3e-19, rule 7.4e-21
  px: integral 2.840271e-04, rule 2.840270e-04
largest relative error of derivative rules = 4.8e-07
relative error of vacuum continuation = 7.6e-09
s-wave image, % of its maximum; columns x = 0.0 to 0.5 nm
  y=0.0 nm:   0.0   0.0   0.0   0.0   0.0   0.0
  y=0.1 nm:   0.0  29.9  58.2  40.2  14.3   3.1
  y=0.2 nm:   0.0  50.6  99.1  69.8  25.9   6.0
  y=0.3 nm:   0.0  28.4  57.0  41.8  16.6   4.2
  y=0.4 nm:   0.0   8.1  16.9  13.3   5.8   1.6
p-wave image, % of its maximum; columns x = 0.0 to 0.5 nm
  y=0.0 nm:   0.0  51.4  99.9  68.7  24.2   5.2
  y=0.1 nm:  49.0  41.5  37.9  33.5  17.6   5.2
  y=0.2 nm:  82.8  37.9   0.6  11.4  13.0   5.3
  y=0.3 nm:  46.2  29.9  15.9  16.0  10.7   3.9
  y=0.4 nm:  13.0  12.3  11.8   9.7   5.2   1.8
barrier 4.5 eV: P/S x=0 1.615, y=0 1.928
barrier 5.5 eV: P/S x=0 1.376, y=0 1.653
height 0.4 nm: P/S x=0 1.762, y=0 2.188
height 0.6 nm: P/S x=0 1.269, y=0 1.476
s fraction limit: x=0 0.598, y=0 0.640
pz-tip intensity at s lobe / S = 5.230
pz fraction limit: x=0 0.221, y=0 0.254
rough |beta| 2.7 eV, level width 0.1 eV, gap 1.031 eV
HOMO-1 s leakage / S at spots: x=0 6.7e-05, y=0 3.5e-03
Hueckel on Fourier grid: P/S x=0 1.488, y=0 1.786
RHF/STO-3G: P/S x=0 1.729, y=0 2.147
RHF/6-31G:  P/S x=0 1.603, y=0 2.001
basis shift: x=0 -0.126, y=0 -0.146
start plane 0.20 to 0.25 nm shift: x=0 +0.135, y=0 +0.220
all tests passed
```
